# Deviational Monte Carlo for phonon heat flow at small temperature differences

A conventional phonon simulation sends 200,000 energy packets through a model diamond film 1000 nm thick, whose contacts differ by 0.01 K around 300 K. It returns a heat flux of 408 MW/m². The transport equation it samples, solved by a deterministic method, gives 9.26 MW/m². The simulation has no error of principle: its standard error is about 90 times the true flux. Nearly all its packets describe equilibrium energy, which crosses the film equally in both directions and must cancel.

The cure is to simulate the departure from equilibrium alone. How well this works depends on which equilibrium is subtracted, and the variance of the conventional method shows how to choose it.

## The model and its conventional estimate

The film occupies \(0<x<L\), with a hot contact at \(x=0\) and a cold one at \(x=L\):

\[
T_h=T_0+\tfrac12\Delta T,\qquad T_c=T_0-\tfrac12\Delta T .
\]

The contacts are black: they absorb every arriving phonon and emit at their own temperature. All phonons have speed \(v\). Let \(e(x,\mu,\omega)\) be the energy distribution, with \(\mu\) the direction cosine along \(x\), normalized so that in equilibrium it equals the spectral energy density summed over three polarizations,

\[
e_\omega(T)=\frac{3\hbar\omega^3}{2\pi^2v^3}\,\frac{1}{e^{\hbar\omega/k_BT}-1}.
\]

In the relaxation-time approximation the steady state obeys

\[
v\mu\,\frac{\partial e}{\partial x}=\frac{e_\omega(T_{loc})-e}{\tau_\omega},\qquad
\int\frac{e_\omega(T_{loc})-\bar e}{\tau_\omega}\,d\omega=0,\qquad
\bar e=\frac12\int_{-1}^{1}e\,d\mu .
\]

The second equation fixes the local temperature \(T_{loc}(x)\) by requiring that collisions conserve energy.

A contact emits into \(\mu>0\) only, so its one-way flux is

\[
Q(T)=\int d\omega\,\frac12\int_0^1 v\mu\,e_\omega(T)\,d\mu=\frac v4\int e_\omega(T)\,d\omega .
\]

Let \(P_h\) and \(P_c\) be the fractions of energy emitted at the hot and cold contacts that end at the opposite one. The net flux leaving the hot contact is what it emits minus what arrives there:

\[
q=Q(T_h)-\left[(1-P_h)Q(T_h)+P_cQ(T_c)\right]=P_hQ(T_h)-P_cQ(T_c).
\]

This is a small difference of two large terms. As \(\Delta T\to0\) the flux vanishes in proportion to \(\Delta T\), while the sampling noise of each term stays fixed.

## Subtracting an equilibrium

A uniform equilibrium \(e_\omega(T_{ref})\) has no gradient, and its collision term is zero, so it solves the transport equation. It also carries no net flux. Write \(e=e_\omega(T_{ref})+\varepsilon\). The constant cancels on both sides:

\[
v\mu\,\frac{\partial\varepsilon}{\partial x}=\frac{[e_\omega(T_{loc})-e_\omega(T_{ref})]-\varepsilon}{\tau_\omega}.
\]

The deviation therefore moves and scatters as the full distribution does, but the contacts emit \(\delta Q_h=Q(T_h)-Q(T_{ref})\) and \(\delta Q_c=Q(T_c)-Q(T_{ref})\). Either may be negative, so packets carry a sign \(s\). The flux is \(q=P_h\,\delta Q_h-P_c\,\delta Q_c\), where the fractions now refer to deviational packets. Conventional simulation is the case \(T_{ref}=0\), since \(Q(0)=0\).

Launch \(N\) independent packets, choosing the contact at random in proportion to \(|\delta Q_h|\) and \(|\delta Q_c|\). Each represents a power per area \(M/N\), with

\[
M=|\delta Q_h|+|\delta Q_c| .
\]

Let \(d=+1\) for a start at the hot contact and \(-1\) for the cold one. A packet scores \(Y=sdM\) if it crosses the film and zero if it returns. The mean is

\[
\langle Y\rangle=\frac{|\delta Q_h|}{M}P_h s_hM-\frac{|\delta Q_c|}{M}P_c s_cM
=P_h\,\delta Q_h-P_c\,\delta Q_c=q .
\]

Since \((sd)^2=1\), the second moment is \(\langle Y^2\rangle=PM^2\), with \(P\) the crossing fraction of all packets. The variance of an average over \(N\) packets is \((PM^2-q^2)/N\). Dividing by \(q^2\) gives the squared relative standard error:

\[
\boxed{\,r^2=\frac1N\left(\frac{PM^2}{q^2}-1\right)}
\]

## Where the reference must lie

By the triangle inequality, \(M\ge|\delta Q_h-\delta Q_c|=Q(T_h)-Q(T_c)\). Because \(Q\) rises with temperature, equality holds when \(T_c\le T_{ref}\le T_h\). Hot packets are then positive and cold packets negative, so \(sd=+1\) for both. Every crossing adds to the flux, \(q=PM\), and

\[
r^2=\frac1N\left(\frac1P-1\right).
\]

The temperature difference has dropped out, apart from a weak dependence through \(P\). The packet energy \(M/N\) shrinks with the signal.

Now hold \(T_{ref}\) at a fixed distance outside the interval. As \(\Delta T\to0\), \(M\) tends to \(2|Q(T_0)-Q(T_{ref})|\), which is not zero, while \(q=g\,\Delta T\) with \(g\) the film conductance. Hence

\[
r\simeq\frac{2|Q(T_0)-Q(T_{ref})|}{g\,\Delta T}\sqrt{\frac PN}.
\]

Subtracting an equilibrium is thus not enough. The reference must close in on the contact temperatures as they approach each other.

Fixing the number of packets launched from each contact does not rescue the conventional method. With equal crossing fractions, the variance within each group is \(M^2P(1-P)\), so \(r^2=P(1-P)M^2/(q^2N)\), which still diverges as \(1/\Delta T^2\).

## A collision rule that needs no temperature

The variance formula assumes independent packets. The collision term seems to forbid this, because \(T_{loc}\) depends on all of them. For small \(\Delta T\) the difficulty disappears. Take \(T_{ref}=T_0\), let \(\theta=T_{loc}-T_0\) and \(C_\omega=\partial e_\omega/\partial T\) at \(T_0\), and expand:

\[
e_\omega(T_{loc})-e_\omega(T_0)\simeq C_\omega\theta,\qquad
\theta\int\frac{C_\omega}{\tau_\omega}d\omega=\int\frac{\bar\varepsilon}{\tau_\omega}d\omega .
\]

The right side of the second relation is the net deviational energy absorbed by collisions per volume and time; the left side is the amount re-emitted. They are equal, and the re-emitted spectrum has the shape \(C_\omega/\tau_\omega\) whatever \(\theta\) is. Each absorbed packet can therefore be replaced by one of the same energy and sign, with its frequency drawn from that fixed shape.

The rates may be taken at \(T_0\): the bracket they multiply is already of order \(\Delta T\), so their own change enters at order \(\Delta T^2\). Exchanging the contact temperatures mirrors the film and reverses \(q\). If \(q\) is a smooth function of \(\Delta T\) it is therefore odd, and the linearized value of \(q/\Delta T\) errs at order \(\Delta T^2\).

With \(u\) a fresh random number, uniform between 0 and 1, at each use, one trajectory runs as follows.

1. Choose a contact with probability one half; set \(s=+1\) for hot, \(-1\) for cold. Draw \(\omega\) from \(C_\omega\), since \(v\) is constant. Emission is weighted by \(\mu\), so \(|\mu|\) has density \(2|\mu|\) and \(|\mu|=\sqrt u\).
2. Move by \(\mu\ell\), with \(\ell=-\Lambda_\omega\ln u\) and mean free path \(\Lambda_\omega=v\tau_\omega\).
3. If a contact is reached, stop and record whether the packet crossed.
4. Otherwise keep \(s\), draw \(\omega\) from \(C_\omega/\tau_\omega\) and \(\mu\) uniformly from \(-1\) to \(1\), and return to step 2.

There is no time step, and the flux needs no spatial cells. Here \(M=G\Delta T\), with \(G=(v/4)\int C_\omega d\omega\), so \(q=G\Delta T\,P\) and \(g=GP\).

The temperature profile comes from the same trajectories. Each collision absorbs the packet's power \(sM/N\). In a layer of width \(w\) these powers must sum to \(w\theta\int(C_\omega/\tau_\omega)d\omega\), so

\[
\theta=\frac{M}{N}\,\frac{\sum s}{w\int(C_\omega/\tau_\omega)\,d\omega},
\]

where the sum runs over all collisions in the layer.

## A deterministic solution for comparison

The linearized equation is \(\mu\Lambda\,\partial\varepsilon/\partial x=C_\omega\theta-\varepsilon\). For \(\mu>0\), integration from the hot contact gives

\[
\varepsilon=C_\omega\left[\theta_he^{-x/\Lambda\mu}+\int_0^x\theta(x')e^{-(x-x')/\Lambda\mu}\frac{dx'}{\Lambda\mu}\right],
\]

with \(\theta_h=\Delta T/2\). The case \(\mu<0\) is its mirror image, starting from \(\theta_c=-\Delta T/2\). Define \(E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu\). Averaging over direction and inserting the result in the energy balance gives an equation for \(\theta\) alone:

\[
\int\!\frac{C_\omega}{\tau_\omega}\Big[2\theta(x)-\theta_hE_2\big(\tfrac x\Lambda\big)-\theta_cE_2\big(\tfrac{L-x}\Lambda\big)-\int_0^L\!\theta(x')E_1\big(\tfrac{|x-x'|}\Lambda\big)\frac{dx'}\Lambda\Big]d\omega=0 .
\]

Weighting \(\varepsilon\) by \(v\mu\) instead gives the flux at the hot contact:

\[
q=\frac v2\int C_\omega\Big[\frac{\theta_h}2-\theta_cE_3\big(\tfrac L\Lambda\big)-\int_0^L\theta(x)E_2\big(\tfrac x\Lambda\big)\frac{dx}\Lambda\Big]d\omega .
\]

I solved these with \(\theta\) constant in each of 150 and then 300 cells, using 40 Gauss frequencies, and extrapolated the flux to zero cell size. For finite \(\Delta T\), \(C_\omega\theta\) is replaced by \(e_\omega(T)-e_\omega(T_0)\) and the equations are solved by Newton iteration.

## A diamond film from ballistic to diffusive

The inputs are rough values for diamond: \(v=13000\) m/s, atomic density \(n=1.76\times10^{29}\) m⁻³ and bulk conductivity \(\kappa=2000\) W/(m K) at 300 K. The spectrum ends at \(\omega_D=v(6\pi^2n)^{1/3}\). The volumetric heat capacity is then 1.29 MJ/(m³ K), and

\[
G=\tfrac14(13000)(1.29\times10^6)\ \text{W/(m² K)}\approx4190\ \text{MW/(m² K)} .
\]

I take \(\Lambda_\omega=a/\omega^2\). Deep inside a thick film \(\varepsilon\simeq C_\omega(\theta-\mu\Lambda\,\theta')\). Its flux, \(\frac12\int\!\int v\mu\,\varepsilon\,d\mu\,d\omega\), equals \(-\kappa\theta'\) with \(\kappa=\frac v3\int C_\omega\Lambda_\omega d\omega\), and this fixes \(a\). The shortest path is 47 nm; the average weighted by heat capacity is 358 nm.

| \(L\) (nm) | \(P\), integral equation | \(P\), simulated | \(GPL\) (W/(m K)) |
|---|---|---|---|
| 10 | 0.934 | – | 39 |
| 100 | 0.652 | 0.649 ± 0.001 | 273 |
| 1000 | 0.221 | 0.220 ± 0.001 | 926 |
| 4000 | 0.080 | 0.080 ± 0.001 | 1347 |

The uncertainties are one standard error; the 100 nm entry lies a little over two of them low. In the 1000 nm film the hottest tenth has \(\theta/\Delta T=0.368\) from collision counts and 0.371 from the integral equation. A straight profile running from 0.5 at the hot contact to −0.5 at the cold one would average 0.45 in that tenth. The value is lower because \(\theta/\Delta T\) jumps from 0.5 to about 0.43 at the contact and falls more steeply just inside it than in the middle of the film, as expected when paths are not short compared with \(L\). Here \(\theta\) is the temperature weighted by scattering rate; one defined from the energy density averages 0.35 in the same tenth.

In the ballistic limit \(P\to1\), every packet crosses and \(r\to0\). In the diffusive limit \(GP\to\kappa/L\), so \(r^2\simeq GL/(\kappa N)\). The error then grows as \(\sqrt L\) at fixed \(N\): it is finite as \(\Delta T\to0\), but not uniformly small.

The effective conductivity \(GPL\) is still a third below bulk at 4000 nm. At low frequency \(C_\omega\propto\omega^2\), so \(C_\omega\Lambda_\omega\) is constant. Paths longer than \(L\) belong to \(\omega<\sqrt{a/L}\), and their share of \(\kappa\) falls only as \(L^{-1/2}\).

## The noise, measured

To compare references at finite \(\Delta T\), I emitted packets with the full spectra \(|e_\omega(T)-e_\omega(T_{ref})|\) and used the corresponding finite-difference spectrum at collisions. The local temperature came from the integral equation. This favours the conventional method, which would otherwise have to extract that temperature from its own noise. The film is 1000 nm thick, \(N=200{,}000\), and \(r\) comes from the scatter of 400 batch averages, relative to the deterministic flux.

| \(\Delta T\) (K) | \(T_{ref}\) (K) | \(r\) measured | \(r\) formula |
|---|---|---|---|
| 100 | 300 | 0.0042 | 0.0042 |
| 0.01 | 300 | 0.0043 | 0.0042 |
| 100 | 0 | 0.0097 | 0.0097 |
| 1 | 0 | 0.93 | 0.89 |
| 0.01 | 0 | 95 | 89 |
| 1 | 299.6 | 0.0041 | 0.0042 |
| 1 | 290 | 0.091 | 0.091 |
| 0.1 | 290 | 0.95 | 0.92 |

An off-centre reference inside the interval costs nothing visible. One fixed at 290 K fails in the same way as zero temperature, only later. At 100 K the conventional method is usable, needing about five times as many packets for equal error. The formula entries for \(T_{ref}=0\) use the crossing fraction at equilibrium, 0.29; at 100 K the fraction in the actual temperature field is 0.27, which gives 0.0094, still within the few per cent to which 400 batches fix \(r\).

The formula values can be followed by hand. For \(T_{ref}=300\) K, \(1/0.2208-1=3.53\), and \(\sqrt{3.53/200000}=0.0042\). For \(T_{ref}=0\) and \(\Delta T=1\) K, \(Q(T_0)/G=81.7\) K, so \(M/q=2(81.7)/0.2208=740\). The conventional crossing fraction is 0.29, found from the integral equation with \(C_\omega\) replaced by \(e_\omega(T_0)\). Then \(r=740\sqrt{0.29/200000}=0.89\). This fraction exceeds 0.22 because, with \(y=\hbar\omega/k_BT\), the ratio \(e_\omega/C_\omega=T(1-e^{-y})/y\) falls with frequency: conventional packets favour low frequencies, which have longer paths.

A flux of 1 kW/cm², or 10 MW/m², needs \(\Delta T=10/926\) K, about 11 mK, across this film. For 1 % error the deviational method needs \(3.53/10^{-4}\approx3.5\times10^4\) packets, the conventional one about \(1.4\times10^{13}\).

Linearization costs little here. With rates held fixed, the integral equation gives \(q/\Delta T\) lower than its small-\(\Delta T\) limit by 0.012 % at 20 K, 0.050 % at 40 K and 0.30 % at 100 K, close to quadratic growth. Rates that follow the local temperature as \(\omega^2T\exp(-\hbar\omega_D/3k_BT)\) raise the difference at 100 K to about 1.9 %. Averaging the linear conductance over the temperature interval would give only 0.8 %, so that shortcut underestimates the effect in this film.

## What a real film changes

Of the effects estimated here, the largest is at the contacts. Real interfaces are not black. With a rough 100 MW/(m² K) at each, in series with the film's 926 MW/(m² K), the film takes only 5 % of the total temperature drop, so the flux at a given total drop falls about twentyfold. Grain boundaries that add a scattering length of 1000 nm lower the film conductance by 19 %. Mass disorder from 1.1 % of atoms one mass unit heavier lowers it by 6 %, an overestimate in so far as the bulk conductivity already includes it. Separate speeds of 18000 m/s (one branch) and 12000 m/s (two branches) lower \(G\) by 6 %. The model's heat capacity is also below diamond's, roughly 1.8 MJ/(m³ K). In the 1000 nm film, half the heat flux is carried by phonons with wavelengths below 0.7 to 0.8 nm, depending on position, and 99 % by wavelengths below about 4 nm, far less than the thickness, which supports a particle picture. One limitation is not sized here: the relaxation-time form treats momentum-conserving collisions as resistive, which matters in diamond.

These effects change \(P\), \(G\) and the predicted flux. The choice of reference does not depend on their values, provided the transport law still has a uniform equilibrium as a solution: place \(T_{ref}\) between the contact temperatures, and keep it there as they approach each other.
